# Threshold Skewness from Random Dopants with Fixed and Moving Depletion Edges

An n-channel silicon transistor has gate area $A$ and oxide capacitance per area $C_{ox}=\epsilon_{ox}/t_{ox}$. Beneath the oxide lies a p-type layer of depth $W$, fully depleted of holes. It ends on a heavily doped, grounded region, treated at first as an ideal conducting plane. The plane fixes $W$, wherever the acceptors happen to lie.

Depth $x$ is measured from the oxide interface into the silicon, and $e>0$. Each ionized acceptor carries charge $-e$. The acceptors are placed independently with uniform mean density $N_A$, so the number in any volume is Poisson distributed and separate volumes are independent. The mean number in the layer is $N=N_AAW$.

No electric flux leaves through the side walls. Threshold is the gate voltage $V_T$ at which the area-averaged surface potential, measured from the plane, equals a fixed value $\psi_t$. The inversion charge is still negligible there.

## (a) How much does one acceptor shift the threshold?

**Question.** Find $V_T$ for given acceptor positions, without assuming that the charge is spread evenly over the area.

**Solution.** In the silicon, Poisson's equation is

$$\nabla^2\phi=\frac{e}{\epsilon_s}\sum_i\delta^3(\mathbf r-\mathbf r_i).$$

The sign is positive because the charge density is negative. Average both sides over the area. The lateral part of the Laplacian integrates to the flux through the side walls, which is zero. Each delta function leaves $\delta(x-x_i)/A$. The averaged potential $\bar\phi(x)$ therefore obeys

$$\bar\phi''=\frac{e}{\epsilon_sA}\sum_i\delta(x-x_i),\qquad \bar\phi(0)=\psi_t,\quad \bar\phi(W)=0.$$

We need the surface field $E_s=-\bar\phi'(0)$. Multiply by $W-x$, a factor that removes the unknown field at the plane, and integrate by parts:

$$\int_0^W(W-x)\bar\phi''\,dx=\big[(W-x)\bar\phi'\big]_0^W+\int_0^W\bar\phi'\,dx=WE_s-\psi_t.$$

The right-hand side of Poisson's equation gives $(e/\epsilon_sA)\sum_i(W-x_i)$. Hence

$$E_s=\frac{\psi_t}{W}+\frac{e}{\epsilon_sA}\sum_i\left(1-\frac{x_i}{W}\right).$$

With negligible inversion charge, the averaged displacement is continuous at the interface, so the oxide voltage is $\epsilon_sE_s/C_{ox}$. Let $V_0$ be the constant offset from work functions and any fixed oxide charge. Then

$$V_T=V_0+\psi_t+\frac{\epsilon_s\psi_t}{WC_{ox}}+v\sum_i\left(1-\frac{x_i}{W}\right),\qquad v=\frac{e}{C_{ox}A}.$$

An acceptor at the interface raises the threshold by $v$. One at depth $x$ raises it by $v(1-x/W)$, because, with the mean surface potential held fixed, the fraction $x/W$ of its image charge sits on the plane. The lateral position drops out, and the response is linear even when the fluctuations are large.

A numerical solution in three dimensions tests this weight. One point charge was placed off-centre in a box with insulating sides, at depths $0$, $0.2W$, $0.5W$ and $0.8W$. The largest departure from $1-x/W$ was $7\times10^{-16}$, which is rounding error.

## (b) What are the cumulants of a sum over Poisson points?

**Question.** For $S=\sum_i g(x_i)$, derive Campbell's theorem for the cumulants $\kappa_n$, defined by $\ln\langle e^{sS}\rangle=\sum_{n\ge1}\kappa_ns^n/n!$. Relate $\kappa_2$ and $\kappa_3$ to the central moments.

**Solution.** Divide the depth into thin slabs of thickness $\Delta x$. Slab $j$ contains a Poisson number $k_j$ of acceptors with mean $\mu=N_AA\,\Delta x$, and contributes $g(x_j)k_j$ to $S$. Its average exponential is

$$\left\langle e^{sg(x_j)k_j}\right\rangle=\sum_{k=0}^\infty e^{-\mu}\frac{\mu^k}{k!}e^{sg(x_j)k}
=\exp\left[\mu\left(e^{sg(x_j)}-1\right)\right].$$

The slabs are independent, so these averages multiply and their logarithms add. As $\Delta x\to0$, the variation of $g$ within a slab disappears and the sum becomes an integral:

$$\ln\langle e^{sS}\rangle=N_AA\int_0^W\left(e^{sg(x)}-1\right)dx.$$

Expanding the exponential and comparing powers of $s$ gives

$$\kappa_n=N_AA\int_0^Wg(x)^n\,dx.$$

To identify the cumulants, write $S=\langle S\rangle+D$, so that $\langle D\rangle=0$. Then

$$\ln\langle e^{sS}\rangle=s\langle S\rangle+\ln\left(1+\frac{s^2}{2}\langle D^2\rangle+\frac{s^3}{6}\langle D^3\rangle+\cdots\right).$$

The square of the small quantity in the logarithm begins at $s^4$. Therefore $\kappa_2=\langle D^2\rangle$ is the variance and $\kappa_3=\langle D^3\rangle$ is the third central moment. The skewness is $\gamma=\kappa_3/\kappa_2^{3/2}$.

## (c) What is the threshold skewness for a fixed edge?

**Question.** Apply (b) to the threshold found in (a), and examine the result for large $N$ and for acceptors confined to one depth.

**Solution.** The constants in $V_T$ affect only its mean. For the fluctuating part, $g(x)=v(1-x/W)$. With $y=1-x/W$ and $dx=-W\,dy$,

$$\kappa_n=N_AAWv^n\int_0^1y^n\,dy=\frac{Nv^n}{n+1}.$$

Thus

$$\sigma^2=\kappa_2=\frac{Nv^2}{3},\qquad \kappa_3=\frac{Nv^3}{4},$$

and

$$\gamma=\frac{Nv^3/4}{(Nv^2/3)^{3/2}}=\frac{3^{3/2}}{4\sqrt N}=\boxed{\frac{3\sqrt3}{4\sqrt N}}.$$

Within the fixed-edge model this holds at any $N$, not just at large $N$. The voltage step $v$ cancels, so the oxide thickness sets the width of the distribution but not its skewness. The sign is positive because every acceptor raises the threshold and the count has a longer tail upwards than downwards.

As $N\to\infty$ the skewness vanishes as $N^{-1/2}$. If the same mean number lay in a sheet at one depth, above the plane, each acceptor would have the same weight $g$. Then $\kappa_2=Ng^2$, $\kappa_3=Ng^3$ and $\gamma=1/\sqrt N$. Spreading the acceptors uniformly through the layer raises this by the factor $3\sqrt3/4\approx1.30$, because the cube in $\kappa_3$ favours the strongly weighted acceptors near the interface.

## (d) What does this give for a small transistor?

**Question.** Evaluate the result for a channel 60 nm long and 30 nm wide, with $W=15$ nm, $N_A=2\times10^{18}$ cm$^{-3}$, an equivalent oxide thickness of 1.2 nm, $\psi_t=1$ V and $T=300$ K. The relative permittivities are 11.7 for silicon and 3.9 for the oxide.

**Solution.** The density is $2\times10^{-3}$ nm$^{-3}$, so

$$N=(2\times10^{-3})(60)(30)(15)=54.$$

The step produced by an acceptor at the interface is

$$v=\frac{et_{ox}}{\epsilon_{ox}A}=3.093\ \text{mV}.$$

The standard deviation and third cumulant follow:

$$\sigma=3.093\sqrt{54/3}=13.1\ \text{mV},\qquad \kappa_3=\frac{54(3.093)^3}{4}\approx400\ \text{mV}^3.$$

The skewness is $\gamma=1.299/\sqrt{54}=0.177$.

Two calculations test the cumulants without using Campbell's theorem. An explicit sum over the Poisson number of acceptors gives $0.1768$, equal to the formula at the printed precision. A set of 300,000 random arrangements gives $0.181$, with an approximate standard error of $0.0045$.

The effect on the tails is larger than the small value of $\gamma$ may suggest. In those arrangements, a fraction $0.0027$ lies more than $3\sigma$, or 39 mV, above the mean. This figure carries sampling noise in its second digit; inverting the generating function of (b) gives $0.0025$. A Gaussian has $0.00135$ there, a little over half as much. The fraction more than $3\sigma$ below the mean is about $0.0005$. A Gaussian estimate with the right $\sigma$ thus undercounts devices far above the mean and overcounts those far below it in this model.

## (e) What changes if the depletion edge can move?

**Question.** Remove the plane and let the uniformly doped substrate continue downwards. Assume a sharp, laterally uniform depletion edge. Find the leading skewness when the mean number of depleted acceptors is large.

**Solution.** The edge now lies at a fluctuating depth $W_e$, where both the potential and the field vanish. Multiplying the averaged Poisson equation by $x$ and integrating gives

$$\int_0^{W_e}x\bar\phi''\,dx=\big[x\bar\phi'\big]_0^{W_e}-\int_0^{W_e}\bar\phi'\,dx=\psi_t,$$

and therefore

$$\frac{e}{\epsilon_sA}\sum_{x_i<W_e}x_i=\psi_t.$$

For uniform charge the edge would be at $W_0=\sqrt{2\epsilon_s\psi_t/(eN_A)}$. Define $n=N_AAW_0$, $u=x/W_0$ and $w=W_e/W_0$. Since $\psi_t=eN_AW_0^2/(2\epsilon_s)$, the condition becomes

$$\sum_{u_i<w}u_i=\frac n2.$$

The last acceptor may be counted fractionally so that this equality is met. Let $Q$ be the resulting depleted number. By Gauss's law the surface field is $eQ/(\epsilon_sA)$, so the fluctuating part of $V_T$ is $vQ$.

Write each unit count as $u_i+(1-u_i)$. The first pieces add up to $n/2$, which leaves

$$Q=\frac n2+\sum_{u_i<w}(1-u_i).$$

The fractional acceptor has weight $|1-w|$, which is small, so its rounding does not matter at leading order.

Now separate the number in $du$ into its mean $n\,du$ and its fluctuation $d\xi$. With $w=1+\delta$,

$$n\int_0^w(1-u)\,du=n\left(w-\frac{w^2}{2}\right)=\frac n2-\frac{n\delta^2}{2}.$$

Define $X=\int_0^1(1-u)\,d\xi$ and $Y=\int_0^1u\,d\xi$. Then

$$Q=n+X-\frac{n\delta^2}{2}+r,\qquad r=\int_1^w(1-u)\,d\xi.$$

The edge condition reads $nw^2/2+\int_0^wu\,d\xi=n/2$. To first order it gives $n\delta+Y=0$, or $\delta=-Y/n$. Both $X$ and $Y$ are of order $\sqrt n$, so $\delta$ is of order $n^{-1/2}$ and $n\delta^2/2$ is of order one. The remainder $r$ has a weight of at most $|\delta|$ and a count fluctuation of order $\sqrt{n|\delta|}$. It is therefore of order $n^{-1/4}$ and can be dropped:

$$Q\simeq n+X-\frac{Y^2}{2n}.$$

To first order in the fluctuations the weight is still $1-u$, and the leading variance is still $n/3$. The quadratic term, however, affects the third cumulant at leading order. Keeping it once, in any of the three factors of the third central moment, gives

$$\kappa_3(Q)\simeq\kappa_3(X)-\frac{3}{2n}\left[\langle X^2Y^2\rangle-\langle X^2\rangle\langle Y^2\rangle\right].$$

For large $n$, $X$ and $Y$ are jointly Gaussian at the order needed here, and the bracket equals $2\langle XY\rangle^2$. Fluctuations in separate slabs are independent and have variance $n\,du$, so

$$\langle XY\rangle=n\int_0^1u(1-u)\,du=\frac n6.$$

Since $\kappa_3(X)=n/4$ by Campbell's theorem,

$$\kappa_3(Q)\simeq\frac n4-\frac3n\left(\frac n6\right)^2=\frac n4-\frac n{12}=\frac n6,$$

and

$$\gamma_{\rm moving}\simeq\frac{n/6}{(n/3)^{3/2}}=\frac{\sqrt3}{2\sqrt n}.$$

At equal mean number this is two thirds of the fixed-edge result. The reason is the sign of $-Y^2/(2n)$: edge motion in either direction lowers $Q$. Large values of $|X|$ tend to accompany large values of $|Y|$, so the upper tail is shortened and the lower tail lengthened. Using Campbell's theorem with the first-order weight gives the correct leading variance here, but not the correct skewness.

Random arrangements with the edge found separately for each one test this result. At $n=54$ they give $0.122$, with standard error about $0.0045$, against $0.118$ from the leading formula.

A second test replaces the sharp edge by holes obeying Boltzmann statistics, and includes the second-order response of the threshold to the doping. With the thermal voltage reduced to 2 mV, the skewness is $0.667$ of the fixed-edge law at equal $n$. At 300 K the ratio is $0.672$, so thermal blurring of the edge hardly changes the factor for this doping and $\psi_t$.

Removing the plane from the device in (d), with $N_A$, $A$ and $\psi_t$ held fixed, also changes the mean number. The depletion depth becomes $W_0=25.4$ nm, so $n=54(25.4/15)\approx91.5$. The skewness is then $0.866/\sqrt{91.5}\approx0.091$, about half the value with the plane. Part of the fall comes from the moving edge and part from the larger number of acceptors.

## (f) How far can the fixed-edge result be trusted in a device?

**Question.** Find when a doped plane can pin the edge, and estimate the main effects omitted in (d).

**Solution.** For uniform mean doping, the mean field at the plane is the surface field minus the field ended by the layer charge:

$$E_W=\frac{\psi_t}{W}+\frac{eN_AW}{2\epsilon_s}-\frac{eN_AW}{\epsilon_s}
=\frac{\psi_t}{W}-\frac{eN_AW}{2\epsilon_s}.$$

This is positive when $W<W_0$. The plane must therefore lie above the natural depletion edge; otherwise part of the layer remains undepleted. Here $15<25.4$ nm, and $E_W=0.43$ MV/cm pushes holes towards the plane.

A real ground plane has a finite hole density and random dopants of its own. For a plane doped to $5\times10^{19}$ cm$^{-3}$, the same Boltzmann calculation, to leading order in the fluctuations, gives $\sigma=13.2$ mV and $\gamma=0.169$ at 300 K. The skewness is about 4% below the ideal value. Halving the mesh spacing changes it by $3\times10^{-7}$. At 400 K, with $\psi_t$ held fixed, $\gamma$ is again $0.169$. The holes are degenerate at such a doping, but Fermi–Dirac statistics, with a valence-band effective density of states between $1.8$ and $3.1\times10^{19}$ cm$^{-3}$, leave $\sigma$ and $\gamma$ at 300 K unchanged to the digits shown. Band-gap narrowing is not included.

**Inversion-charge depth.** Quantum confinement holds the electrons away from the interface. Suppose their centroid is at $z=1$ nm, and threshold fixes the potential there. An acceptor at $x>z$ sends the fraction $(W-x)/(W-z)$ of its flux towards the gate, across an equivalent oxide thickness $t_{ox}+(\epsilon_{ox}/\epsilon_s)z$. One at $x<z$ sends all its flux to the gate, across $t_{ox}+(\epsilon_{ox}/\epsilon_s)x$. Campbell's theorem with these weights gives $\sigma=17.5$ mV and $\gamma=0.174$. The width grows by about a third, while the skewness changes by less than 2%. The width depends on the assumed depth: a triangular-well estimate for a (100) surface at the mean field of this device gives $z\approx1.3$ nm, for which $\sigma$ is near 19 mV and $\gamma=0.173$, about 2% below the ideal value.

**Uneven surface potential.** The averaged potential does not determine the current when some parts of the channel turn on early. Let $\delta\phi$ be the local departure from the mean surface potential and $V_{th}=25.9$ mV the thermal voltage. If threshold is instead set by the area-averaged inversion charge, taken as proportional to $\langle e^{\phi/V_{th}}\rangle_A$, the required mean potential is $\psi_t-V_{th}\ln\langle e^{\delta\phi/V_{th}}\rangle_A$. From (a), the gate voltage changes by $m=1+\epsilon_s/(WC_{ox})=1.24$ times the change in mean potential. The threshold therefore shifts by

$$-mV_{th}\ln\langle e^{\delta\phi/V_{th}}\rangle_A.$$

With periodic side walls and the potential resolved on 3.75 nm cells, its rms unevenness is 24.5 mV, comparable with $V_{th}$. This value is not fully converged: in the limit of fine division in area and depth it rises by about 5 mV, to 30 mV. The new definition gives $\sigma=11.5$ mV and $\gamma=0.189$, against $0.175$ for the original definition in the same 40,000 samples. With 7.5 nm cells the values are $11.7$ mV and $0.210$, against $0.186$. The standard error of each skewness is about $0.012$. Because both definitions use the same samples, their errors are correlated, and the error of the difference was not calculated. The two cell sizes also use different samples, so these runs do not separate the effect of cell size from sampling noise. These runs therefore show a narrower distribution but do not settle the size of the change in skewness. Current paths from source to drain are not modelled.

**Comparison with real devices.** The dimensions, oxide and channel doping are rough values for a scaled planar silicon transistor. The abrupt, very heavily doped plane only 15 nm down is an idealization; practical doping profiles are more gradual, and their effect on the pinning is not calculated here. The mean oxide field is 2.7 MV/cm, below the rough 10 MV/cm breakdown scale of silicon dioxide. The mean surface field in the silicon is 0.90 MV/cm, high enough that band-to-band tunnelling near a biased drain may matter. Tunnelling leakage, through the oxide or in the silicon, is not calculated.

The source and drain also take some of the image charge. Their disturbance falls by a factor of $\mathrm e\approx2.72$ over 5.8 nm along the channel, and two end regions of that length occupy about 19% of it; the resulting change in $\gamma$ has not been computed.

Real transistors also have other sources of threshold variation, such as rough gate edges. If these are independent, additive and symmetric, with variance $s^2$, they leave $\kappa_3$ unchanged and increase the variance to $\sigma^2+s^2$. The total skewness becomes

$$\gamma_{\rm total}=\gamma\left(1+\frac{s^2}{\sigma^2}\right)^{-3/2}.$$

For $s=\sigma$, the ideal $0.177$ falls to $0.063$. A measured skewness can therefore be compared with the dopant formula only after the other variance has been separated and the behaviour of the depletion edge is known. The values used here are listed in the numerical output below.

## Values computed for the example and the checks

```
Channel length, width: 60, 30 nm
Layer depth: 15 nm; equivalent oxide: 1.2 nm
Relative permittivity Si, oxide: 11.7, 3.9
Layer doping: 2.0e+18 cm^-3
Threshold surface potential: 1.00 V; temperature 300 K
Mean dopant number N: 54.00
Voltage step of a surface dopant: 3.093 mV
Threshold standard deviation: 13.12 mV
Third cumulant: 399.5 mV^3
Skewness, fixed edge, formula: 0.1768
Skewness, explicit Poisson sum: 0.1768
Largest 3D kernel error: 6.7e-16
Random-position samples: 300000
Skewness, random positions, fixed edge: 0.1814
Skewness, moving edge, formula: 0.1179
Skewness, random positions, moving edge: 0.1220
Approximate standard error of both: 0.0045
Variance ratio, moving edge to N/3: 0.9960
Fraction above mean + 3 sigma: 0.00269
Fraction below mean - 3 sigma: 0.00048
Gaussian fraction in one such tail: 0.00135
Natural depletion depth without plane: 25.43 nm
Bulk skewness / fixed-edge law, cold limit: 0.6670
Bulk skewness / fixed-edge law, 300 K: 0.6720
Ground-plane doping: 5.0e+19 cm^-3
With real plane, 300 K: sigma 13.24 mV
With real plane, 300 K: skewness 0.1691
Skewness shift on halving mesh: 2.9e-07
Sigma shift on halving mesh: -2.1e-05 mV
With real plane, 400 K: sigma 13.16 mV
With real plane, 400 K: skewness 0.1689
Inversion-charge displacement: 1.0 nm
With displacement: sigma 17.53 mV
With displacement: skewness 0.1740
Source/drain decay length: 5.81 nm
Two decay lengths / channel length: 0.194
Mean surface field in silicon: 0.899 MV/cm
Mean field at ground plane: 0.435 MV/cm
Mean oxide field: 2.70 MV/cm
Thermal voltage: 25.85 mV; body factor 1.240
Lateral cell 3.75 nm: potential rms 24.5 mV
  skewness, mean-potential threshold: 0.175
  skewness, mean-charge threshold: 0.189
  sigma, mean-charge threshold: 11.49 mV
Lateral cell 7.50 nm: potential rms 21.4 mV
  skewness, mean-potential threshold: 0.186
  skewness, mean-charge threshold: 0.210
  sigma, mean-charge threshold: 11.73 mV
Lateral-cell samples: 40000; skew error 0.012
```
